**Kronig-Penney miniband with unequal masses, compared with four times the hopping**

The program computes the first miniband width \(W\) of a superlattice with 5 nm wells and 2 nm barriers, and the hopping \(t\) obtained from the ground level \(E_1\) of an isolated well. The barrier height is \(V\), the barrier width is \(b\), and \(\kappa\) is the decay constant in the barrier. The program asserts that the Kronig-Penney energies at five Bloch phases, and the two lowest levels of a double well, agree with a finite-element diagonalization. It also asserts that the closed form of \(t\) agrees with the overlap current of isolated-well states normalized by quadrature. For barriers between 8 and 12 nm it checks that the relative error of \(4t\) and the midpoint shift decay at 1.5 to 2.1 times \(\kappa\), as expected for second-order errors multiplied by powers of \(b\). A last test compares \(W\) with four times the sum of the odd-neighbour Fourier hoppings. The output gives \(W=54.8\) meV and \(4t=51.7\) meV, so \(4t\) is 5.6 % below \(W\), and the ratio \(W/4t\) approaches 1 as the barrier thickens.

## Verification by program

```python
# Result under test: the Kronig-Penney relation with unequal masses,
#   cos(q d) = cos(k w) cosh(K b) + (xi - 1/xi)/2 sin(k w) sinh(K b),
# and the statement that its first miniband width W tends to 4 t, where
#   t = 4 E1 exp(-K b) / [2 V/(V - E1) + k w (xi + 1/xi)]   (taken at E1).
# w, b: well and barrier width; d = w + b; q: Bloch wave number;
# V: barrier height; E1: ground level of one isolated well;
# k = sqrt(2 m_w E)/hbar; K = sqrt(2 m_b (V - E))/hbar; xi = K m_w/(k m_b).
# Internal units: eV and nm; masses in units of the free-electron mass.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import brentq

HB = const.hbar**2 / (2 * const.m_e) / const.e * 1e18   # hbar^2/(2 m_e), eV nm^2
WELL, BARRIER, V = 5.0, 2.0, 0.23
MW, MB = 0.067, 0.092
E_PI = HB / MW * (np.pi / WELL)**2                     # energy at which k w = pi
assert E_PI < V


def waves(E, mb=MB):
    k = np.sqrt(MW * E / HB)
    K = np.sqrt(mb * (V - E) / HB)
    return k, K, K * MW / (k * mb)


def kp_rhs(E, b):
    k, K, xi = waves(E)
    return (np.cos(k * WELL) * np.cosh(K * b)
            + 0.5 * (xi - 1 / xi) * np.sin(k * WELL) * np.sinh(K * b))


def kp_energy(phase, b=BARRIER):
    return brentq(lambda E: kp_rhs(E, b) - np.cos(phase),
                  1e-6, E_PI * (1 - 1e-9), xtol=1e-15)


def one(x):
    return 1.0


def coth(x):
    return 1 / np.tanh(x)


def level(left, right, b=BARRIER, mb=MB):
    """Lowest level of a well whose two sides have the given barrier factors."""
    def mismatch(E):
        k, K, xi = waves(E, mb)
        return (k * WELL - np.arctan(xi * left(K * b / 2))
                - np.arctan(xi * right(K * b / 2)))
    return brentq(mismatch, 1e-9, E_PI, xtol=1e-16)


def band_edges(b=BARRIER, mb=MB):
    return level(np.tanh, np.tanh, b, mb), level(coth, coth, b, mb)


E1 = level(one, one)
k1, K1, xi1 = waves(E1)


def hopping(b):
    return (4 * E1 * np.exp(-K1 * b)
            / (2 * V / (V - E1) + k1 * WELL * (xi1 + 1 / xi1)))


def finite_elements(layers, h, phase=None):
    """Two lowest levels from the energy functional with linear elements.
    layers: (length, is_barrier); phase: Bloch phase, None for hard outer walls."""
    bar = np.concatenate([np.full(round(L / h), flag) for L, flag in layers])
    mass, pot = np.where(bar, MB, MW), np.where(bar, V, 0.0)
    n = len(bar)
    size = n + 1 if phase is None else n
    i = np.arange(n)
    j = (i + 1) % size
    H = np.zeros((size, size), dtype=float if phase is None else complex)
    S = np.zeros_like(H)
    factor = np.ones(n, dtype=H.dtype)
    if phase is not None:
        factor[-1] = np.exp(1j * phase)
    stiff = HB / (mass * h)
    for node in (i, j):
        H[node, node] += stiff + pot * h / 3
        S[node, node] += h / 3
    off_h, off_s = (-stiff + pot * h / 6) * factor, h / 6 * factor
    H[i, j] += off_h
    H[j, i] += off_h.conj()
    S[i, j] += off_s
    S[j, i] += off_s.conj()
    if phase is None:
        H, S = H[1:-1, 1:-1], S[1:-1, 1:-1]
    return eigh(H, S, eigvals_only=True, subset_by_index=[0, 1])


# Bloch energies: transcendental relation against diagonalization
bottom, top = band_edges()
width, t = top - bottom, hopping(BARRIER)
fem_band = []
for phase in (0.0, 0.7, np.pi / 2, 2.4, np.pi):
    fem = finite_elements([(WELL, False), (BARRIER, True)], 0.02, phase)[0]
    fem_band.append(fem)
    assert abs(fem - kp_energy(phase)) < 3e-6   # element error of order h^2
assert abs(fem_band[0] - bottom) < 3e-6 and abs(fem_band[-1] - top) < 3e-6

# Double well: matching conditions against diagonalization
sym, anti = level(one, np.tanh), level(one, coth)
fem_pair = finite_elements([(15.0, True), (WELL, False), (BARRIER, True),
                            (WELL, False), (15.0, True)], 0.025)
assert np.allclose(fem_pair, [sym, anti], rtol=0, atol=5e-6)
t_pair = (anti - sym) / 2

# Hopping: closed form against overlap current of normalized isolated states


def isolated(x):
    if abs(x) < WELL / 2:
        return np.cos(k1 * x)
    return np.cos(k1 * WELL / 2) * np.exp(-K1 * (abs(x) - WELL / 2))


norm = 2 * (quad(lambda x: isolated(x)**2, 0, WELL / 2)[0]
            + quad(lambda x: isolated(x)**2, WELL / 2, 40)[0])
edge_density = isolated(WELL / 2)**2 / norm
t_current = 2 * HB * K1 / MB * edge_density * np.exp(-K1 * BARRIER)
assert abs(t_current / t - 1) < 1e-7

# Thick barriers: errors of the width and midpoint are second order in exp(-K b)


def errors(b):
    lo, hi = band_edges(b)
    return np.array([(hi - lo) / (4 * hopping(b)) - 1, (hi + lo) / 2 - E1])


decay = np.log(np.abs(errors(8.0) / errors(12.0))) / 4.0 / K1
assert np.all(decay > 1.5) and np.all(decay < 2.1)   # powers of b lower the rate
assert abs(errors(12.0)[0]) < 1e-4

# Fourier hoppings of the whole band against the width from the edge equations
phases = 2 * np.pi * np.arange(128) / 128
band = np.array([kp_energy(p) for p in phases])
t_n = [-np.mean(band * np.cos(n * phases)) for n in range(18)]
assert abs(4 * sum(t_n[1::2]) - width) < 1e-6

lo_eq, hi_eq = band_edges(mb=MW)
width_equal = hi_eq - lo_eq
middle = kp_energy(np.pi / 2)


def show(label, value, unit="", digits=3):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("well width w", WELL, "nm", 1)
show("barrier width b", BARRIER, "nm", 1)
show("period d", WELL + BARRIER, "nm", 1)
show("barrier height V", V * 1e3, "meV", 1)
show("well mass", MW, "m_e")
show("barrier mass", MB, "m_e")
show("hbar^2/(2 m_e)", HB * 1e3, "meV nm^2")
show("energy at k w = pi", E_PI * 1e3, "meV")
show("isolated-well level E1", E1 * 1e3, "meV")
show("k at E1", k1, "1/nm", 4)
show("kappa at E1", K1, "1/nm", 4)
show("xi at E1", xi1, "", 4)
show("k w at E1", k1 * WELL, "", 4)
show("kappa b at E1", K1 * BARRIER, "", 4)
show("exp(-kappa b)", np.exp(-K1 * BARRIER), "", 4)
show("first denominator term 2V/(V-E1)", 2 * V / (V - E1), "", 4)
show("second denominator term", k1 * WELL * (xi1 + 1 / xi1), "", 4)
show("hopping t, closed form", t * 1e3, "meV")
show("isolated-state density at well edge", edge_density, "1/nm", 5)
show("hopping t, overlap current", t_current * 1e3, "meV")
show("miniband bottom", bottom * 1e3, "meV")
show("miniband energy at q d = pi/2", middle * 1e3, "meV")
show("miniband top", top * 1e3, "meV")
show("bottom from finite elements", fem_band[0] * 1e3, "meV")
show("top from finite elements", fem_band[-1] * 1e3, "meV")
show("tight-binding bottom E1-2t", (E1 - 2 * t) * 1e3, "meV")
show("tight-binding top E1+2t", (E1 + 2 * t) * 1e3, "meV")
show("miniband width W", width * 1e3, "meV")
show("miniband width W", width * const.e * 1e21, "1e-21 J")
show("four times hopping 4t", 4 * t * 1e3, "meV")
show("W - 4t", (width - 4 * t) * 1e3, "meV")
show("(4t - W)/W", (4 * t / width - 1) * 100, "percent", 2)
show("midpoint of edges minus E1", ((top + bottom) / 2 - E1) * 1e3, "meV")
show("double-well symmetric level", sym * 1e3, "meV")
show("double-well antisymmetric level", anti * 1e3, "meV")
show("double-well half splitting", t_pair * 1e3, "meV")
show("four times half splitting", 4 * t_pair * 1e3, "meV")
for n in (1, 2, 3):
    show(f"Fourier hopping t_{n}", t_n[n] * 1e3, "meV")
show("4 t_1", 4 * t_n[1] * 1e3, "meV")
show("4 (t_1 + t_3)", 4 * (t_n[1] + t_n[3]) * 1e3, "meV")
show("W with barrier mass = well mass", width_equal * 1e3, "meV")
show("width-error decay rate / kappa, b = 8 to 12 nm", decay[0], "", 2)
show("midpoint-shift decay rate / kappa, same b", decay[1], "", 2)
for b in (1.0, 2.0, 3.0, 4.0, 6.0, 8.0):
    lo, hi = band_edges(b)
    print(f"b = {b:.0f} nm: W = {(hi - lo) * 1e3:.3f} meV, "
          f"4t = {4 * hopping(b) * 1e3:.3f} meV, "
          f"W/4t = {(hi - lo) / (4 * hopping(b)):.4f}")
print("finished without a failed check")
```

Output:

```
well width w: 5.0 nm
barrier width b: 2.0 nm
period d: 7.0 nm
barrier height V: 230.0 meV
well mass: 0.067 m_e
barrier mass: 0.092 m_e
hbar^2/(2 m_e): 38.100 meV nm^2
energy at k w = pi: 224.496 meV
isolated-well level E1: 73.083 meV
k at E1: 0.3585 1/nm
kappa at E1: 0.6156 1/nm
xi at E1: 1.2505
k w at E1: 1.7925
kappa b at E1: 1.2311
exp(-kappa b): 0.2920
first denominator term 2V/(V-E1): 2.9315
second denominator term: 3.6749
hopping t, closed form: 12.920 meV
isolated-state density at well edge: 0.08679 1/nm
hopping t, overlap current: 12.920 meV
miniband bottom: 50.736 meV
miniband energy at q d = pi/2: 71.466 meV
miniband top: 105.498 meV
bottom from finite elements: 50.737 meV
top from finite elements: 105.498 meV
tight-binding bottom E1-2t: 47.244 meV
tight-binding top E1+2t: 98.922 meV
miniband width W: 54.762 meV
miniband width W: 8.774 1e-21 J
four times hopping 4t: 51.678 meV
W - 4t: 3.084 meV
(4t - W)/W: -5.63 percent
midpoint of edges minus E1: 5.034 meV
double-well symmetric level: 60.813 meV
double-well antisymmetric level: 86.761 meV
double-well half splitting: 12.974 meV
four times half splitting: 51.897 meV
Fourier hopping t_1: 13.324 meV
Fourier hopping t_2: -1.655 meV
Fourier hopping t_3: 0.340 meV
4 t_1: 53.296 meV
4 (t_1 + t_3): 54.657 meV
W with barrier mass = well mass: 70.405 meV
width-error decay rate / kappa, b = 8 to 12 nm: 1.72
midpoint-shift decay rate / kappa, same b: 1.86
b = 1 nm: W = 108.178 meV, 4t = 95.640 meV, W/4t = 1.1311
b = 2 nm: W = 54.762 meV, 4t = 51.678 meV, W/4t = 1.0597
b = 3 nm: W = 28.647 meV, 4t = 27.924 meV, W/4t = 1.0259
b = 4 nm: W = 15.251 meV, 4t = 15.088 meV, W/4t = 1.0107
b = 6 nm: W = 4.413 meV, 4t = 4.405 meV, W/4t = 1.0016
b = 8 nm: W = 1.286 meV, 4t = 1.286 meV, W/4t = 1.0002
finished without a failed check
```
